# The third-order ring energy: residues, sign and Goldstone weight

## Problem

A closed-shell molecule is described by real Hartree–Fock orbitals in a finite basis. Let $p=(i\to a)$ label an excitation from an occupied to a virtual spin orbital, with gap $\Delta_p=\varepsilon_a-\varepsilon_i>0$ and pair density $\rho_p=\phi_i\phi_a$ (zero if the spins differ). Define

$$K_{pq}=\iint \frac{\rho_p(\mathbf r)\,\rho_q(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' ,$$

in hartree atomic units. The correlation energy in the direct random-phase approximation (RPA), which omits exchange, is

$$E_c=\frac1{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}\left[\ln(1-\chi_0v)+\chi_0v\right],$$

where $v$ is the Coulomb interaction and $\chi_0(i\omega)$ the response function of the independent electrons.

(a) Evaluate the term of third order in $v$ by residues. (b) Determine its sign. (c) Third-order Goldstone theory offers two drawings of a ring, with the middle interaction attached to the left or to the right bubble. How do they add up to the result of (a)?

## A tempting solution

Start with (c). The first interaction creates two pairs, the middle one turns one pair into another, and the last annihilates both. If $p$ is the pair that survives throughout, the energy denominators are $\Delta_p+\Delta_q$ before the middle interaction and $\Delta_p+\Delta_r$ after it. Each drawing therefore seems to give

$$S=\sum_{pqr}\frac{K_{pq}K_{qr}K_{rp}}{(\Delta_p+\Delta_q)(\Delta_p+\Delta_r)},$$

and two drawings give $E_3=2S$. The Coulomb interaction is repulsive, so every $K_{pq}$ is positive, and $E_3>0$ term by term.

## Where it fails

Test the claim on a single pair with gap $\Delta$ and integral $K$. There $\chi_0v$ reduces to the number $-2\Delta K/(\omega^2+\Delta^2)$, and the cubic term of $\ln(1-x)$ is $-x^3/3$. Hence

$$E_3=\frac{1}{6\pi}\int_0^\infty\frac{8\Delta^3K^3}{(\omega^2+\Delta^2)^3}\,d\omega
=\frac{8\Delta^3K^3}{6\pi}\,\frac{3\pi}{16\Delta^5}=\frac{K^3}{4\Delta^2}.$$

This equals $S$, whereas the tempting answer is $2S=K^3/(2\Delta^2)$. The two drawings are mirror images. Exchanging the two ends of each interaction turns one into the other, so giving both full weight counts the same process twice.

The sign argument fails too. Pair densities have positive and negative regions, and reversing the sign of one virtual orbital reverses $K_{pq}$ whenever that orbital occurs in just one of the two pairs. The product $K_{pq}K_{qr}K_{rp}$ is unchanged by such a reversal, because each pair occurs in it twice, but the product can still be negative. Positivity has to come from the whole sum.

## Correct solution

### The frequency integral

For real orbitals,

$$\chi_0(\mathbf r,\mathbf r';i\omega)=-\sum_p f_p(\omega)\rho_p(\mathbf r)\rho_p(\mathbf r'),\qquad f_p=\frac{2\Delta_p}{\omega^2+\Delta_p^2}.$$

Each factor $\chi_0$ brings a minus sign, and each $v$ between neighbouring pair densities gives an element of $K$. With the symmetric matrix $M_{pq}=\sqrt{f_p}\,K_{pq}\sqrt{f_q}$, this means $\mathrm{Tr}(\chi_0v)^n=(-1)^n\,\mathrm{Tr}\,M^n$. Since $\ln(1-x)+x=-\sum_{n\ge2}x^n/n$, the term of order $n$ is

$$E_n=\frac{(-1)^{n+1}}{2\pi n}\int_0^\infty d\omega\,\mathrm{Tr}\,M^n. \tag{1}$$

For $n=3$ the prefactor is $+1/(6\pi)$. The integrand is even in $\omega$, so extending the integral to the whole axis halves the prefactor:

$$E_3=\frac1{12\pi}\sum_{pqr}K_{pq}K_{qr}K_{rp}\,I,\qquad I=\int_{-\infty}^{\infty}f_pf_qf_r\,d\omega. \tag{2}$$

### Residues

Write $x,y,z$ for $\Delta_p,\Delta_q,\Delta_r$ and take them distinct at first. The integrand falls off as $\omega^{-6}$, so the contour can be closed in the upper half plane, where the poles are $ix,iy,iz$. At $ix$, the factor $\omega^2+x^2=(\omega-ix)(\omega+ix)$ leaves $2ix$, and the contribution is

$$2\pi i\,\frac{8xyz}{2ix\,(y^2-x^2)(z^2-x^2)}=\frac{8\pi yz}{(y^2-x^2)(z^2-x^2)}.$$

The other two follow by permutation. Over the common denominator $D=(x^2-y^2)(y^2-z^2)(z^2-x^2)$, the three add to $-8\pi N/D$ with

$$N=yz(y^2-z^2)+zx(z^2-x^2)+xy(x^2-y^2).$$

$N$ changes sign when two gaps are exchanged, so it vanishes when two gaps are equal and contains the factor $(x-y)(y-z)(z-x)$. Its degree is four, so the remaining factor is linear and symmetric, a multiple of $x+y+z$. The coefficient of $x^3y$ is $+1$ in $N$ and $-1$ in $(x-y)(y-z)(z-x)(x+y+z)$. Therefore

$$N=-(x-y)(y-z)(z-x)(x+y+z).$$

The differences cancel against those in $D$, leaving

$$I=\frac{8\pi(x+y+z)}{(x+y)(y+z)(z+x)}. \tag{3}$$

Terms with $p=q$ occur in the sum, so equal gaps matter. Separate residues diverge there, but both the original integral and (3) are continuous for positive gaps, and (3) remains valid.

As an example, take gaps of 0.5, 0.8 and 1.2 hartree. The poles contribute $51.988$, $-48.332$ and $10.560$, which add to $14.215$ hartree$^{-2}$ before rounding. Formula (3) gives the same: $8\pi\times2.5/(1.3\times2.0\times1.7)=14.215$ hartree$^{-2}$.

To reach Goldstone denominators, write $x+y+z=\tfrac12[(x+y)+(y+z)+(z+x)]$. Each bracket cancels one factor of the denominator:

$$I=4\pi\left[\frac1{(y+z)(z+x)}+\frac1{(x+y)(z+x)}+\frac1{(x+y)(y+z)}\right].$$

The product $K_{pq}K_{qr}K_{rp}$ is unchanged by any permutation of its labels, so after summation each of the three terms gives $S$. Equation (2) becomes

$$E_3=\frac{4\pi}{12\pi}\,3S=S=\sum_{pqr}\frac{K_{pq}K_{qr}K_{rp}}{(\Delta_p+\Delta_q)(\Delta_p+\Delta_r)}. \tag{4}$$

This answers (a).

### Sign

For real coefficients $c_p$, the number $\sum_{pq}c_pK_{pq}c_q$ is twice the electrostatic self-energy of the charge density $\sum_pc_p\rho_p$, which is not negative. Thus $K$ is positive semidefinite, and so is $M$. With eigenvalues $\mu_k\ge0$ of $M$, $\mathrm{Tr}\,M^3=\sum_k\mu_k^3\ge0$ at every frequency. It vanishes when $M=0$ and not otherwise. Because all $f_p>0$, this requires $K=0$. Hence $E_3>0$ for any nonzero $K$.

The same can be seen without frequencies. With $G_{pq}=K_{pq}/(\Delta_p+\Delta_q)$, equation (4) reads

$$E_3=\sum_p\Big[\sum_{qr}G_{pq}K_{qr}G_{pr}\Big],$$

and each bracket is twice the self-energy of the density $\sum_qG_{pq}\rho_q$.

The condition on $K$ is needed. Three pairs with gap 1 hartree, zero diagonal elements and off-diagonal elements $-0.1$ hartree form an indefinite $K$. The six nonzero terms give $6\times(-0.001)/4=-0.0015$ hartree.

### Time orderings

Since $f_p(\omega)=\int d\tau\,e^{i\omega\tau}e^{-\Delta_p|\tau|}$, the frequency integral of the product is a double integral over imaginary times. Put the three interactions at times $0,s,t$:

$$\frac{I}{2\pi}=\iint ds\,dt\;e^{-x|s|-y|t-s|-z|t|}.$$

For $0<s<t$, set $u=s$ and $w=t-s$. The exponent becomes $-(x+z)u-(y+z)w$, and the region contributes $1/[(x+z)(y+z)]$: bubble $z$ lives through both intervals. The six orderings give each choice of long bubble twice, once for each direction of time. For the gaps above, the sum is $2(0.452489+0.384615+0.294118)=2.2624$ hartree$^{-2}$, equal to $I/2\pi$.

By (2), $E_3$ is $\tfrac16\sum K_{pq}K_{qr}K_{rp}\,(I/2\pi)$. Six orderings, each worth $S$ after summation, multiplied by $\tfrac16$, leave one $S$.

### Goldstone weight

The weight also follows directly from perturbation theory. With a Hartree–Fock reference the perturbation is, apart from a constant, the normal-ordered interaction. In a ring, every bubble joins two interaction ends: the earlier end creates a pair with $B_p^\dagger=a_a^\dagger a_i$, and the later one removes it with $B_p$. The bubble contributes $\langle B_pB_q^\dagger\rangle=\delta_{pq}$, with a positive sign. The relevant parts of the interaction are

$$\tfrac12\sum K_{pq}B_p^\dagger B_q^\dagger,\qquad \sum K_{qr}B_q^\dagger B_r,\qquad \tfrac12\sum K_{pq}B_pB_q .$$

The middle one has no $\tfrac12$ because either end may be the creating one. The two energy denominators are both negative, so their product is positive.

The middle $B_r$ can remove either of the two pairs created first, which gives a factor 2. The pair made by the middle interaction can be removed by the left or the right operator of the last one. Each choice has weight $\tfrac12\cdot\tfrac12\cdot2=\tfrac12$, and these choices are the two drawings:

$$E_3=\frac12\sum_{pq}\frac{K_{pq}(KG)_{pq}}{\Delta_p+\Delta_q}+\frac12\sum_{pq}\frac{K_{pq}(GK)_{pq}}{\Delta_p+\Delta_q}.$$

$K$ and $G$ are symmetric, so $GK$ is the transpose of $KG$ and the halves are equal. One may keep both drawings with weight $\tfrac12$, or one diagram with weight 1. This answers (c).

### A check that does not assume the weight

Give the fermions $M_f$ equivalent flavours, and adjust the one-body potential so that the orbital energies stay fixed. Each closed fermion loop then carries a factor $M_f$. Three interactions have six ends, and normal ordering requires at least two ends per loop, so there are at most three loops. Three loops in a connected diagram must form the ring. The coefficient of $M_f^3$ in the complete third-order energy is therefore the ring energy.

In a small model with two electrons per flavour in four orbitals and randomly drawn positive semidefinite integrals (fixed in the numerical check), explicit determinant perturbation theory gives $0.00137140$ hartree for this coefficient, and $S$ gives the same number. The complete third-order energy at $M_f=1$ is $-0.00027$ hartree, so the positive sign of the ring does not carry over to the whole third order.

## Water

Take OH bonds of 0.96 Å, an angle of 104.5° and the cc-pVDZ basis, with all electrons correlated. For a closed shell, each bubble's spin sum gives a factor 2, absorbed by using $K=2(ia|jb)$ over the 95 spatial pairs. Each drawing with weight $\tfrac12$ gives $0.05797$ hartree, so

$$E_3=2\times0.05797=0.1159\ \text{hartree}=3.155\ \text{eV}.$$

These digits belong to cc-pVDZ and are not converged in the basis: $E_3$ rises to $0.139$ hartree in cc-pVTZ and $0.147$ hartree in cc-pVQZ. The tempting solution would give $0.2319$ hartree in cc-pVDZ. The positive summands of (4) add to $0.1193$ hartree and the negative ones to $-0.0034$ hartree, so the term-by-term sign argument does fail in this molecule.

The second-order ring energy is $-0.3052$ hartree. Adding $E_3$ gives $-0.1893$, and adding $E_4=-0.0736$ gives $-0.2629$ hartree, while the full direct-RPA energy is $-0.2314$ hartree. The partial sums overshoot on alternate sides, and the series does not settle. The largest eigenvalue of $M$ at $\omega=0$ is $1.215$. By continuity it stays above some number greater than 1 over a range of frequencies, so $|E_n|$ in (1) eventually grows without bound. The logarithm itself stays finite, since $1+\mu_k>0$. Here $E_3$ is a well-defined coefficient of the expansion in $v$, but within the ring series it is not a small correction: it is 38 % of $|E_2|$ and half the size of the full direct-RPA energy. The complete third-order energy of water in this basis is only $-0.0068$ hartree, because the other third-order diagrams more than cancel the ring.

The other water values also depend on the basis. From cc-pVDZ to cc-pVTZ and cc-pVQZ, the second-order ring energy moves from $-0.305$ to $-0.417$ and $-0.483$ hartree, the full direct-RPA energy from $-0.231$ to $-0.328$ and $-0.388$ hartree, and the largest eigenvalue of $M$ at $\omega=0$ from $1.215$ to $1.28$ and $1.31$. The eigenvalue stays above 1, so the series diverges in these bases as well.

The numerical check checks the residues, time orderings, weight and sign numerically.

## Values computed for the example and the checks

```
Three gaps a, b, c: 0.5, 0.8, 1.2 hartree
Residue contribution of pole ia: 51.987571 hartree^-2
Residue contribution of pole ib: -48.332195 hartree^-2
Residue contribution of pole ic: 10.559975 hartree^-2
Sum of residue contributions: 14.215351 hartree^-2
Frequency quadrature: 14.215351 hartree^-2
Integral for three gaps 0.8 hartree: 14.726216 hartree^-2
Order 1<2<3, long bubble c: 0.294118 hartree^-2
Order 3<2<1, long bubble c: 0.294118 hartree^-2
Order 1<3<2, long bubble a: 0.452489 hartree^-2
Order 2<3<1, long bubble a: 0.452489 hartree^-2
Order 2<1<3, long bubble b: 0.384615 hartree^-2
Order 3<1<2, long bubble b: 0.384615 hartree^-2
Sum of six orderings: 2.262443 hartree^-2
Frequency integral / 2 pi: 2.262443 hartree^-2
Full third-order energy, M=1: -0.00027127 hartree
Full third-order energy, M=2: 0.00172587 hartree
Full third-order energy, M=3: 0.01421980 hartree
Full third-order energy, M=4: 0.04543891 hartree
M=4 energy predicted from M=1,2,3: 0.04543891 hartree
Third-order coefficient of M^1: 0.00133732 hartree
Third-order coefficient of M^2: -0.00297999 hartree
Third-order coefficient of M^3: 0.00137140 hartree
Ring sum of flavour model: 0.00137140 hartree
Indefinite K: off-diagonal -0.1, gap 1.0 hartree
Ring energy for indefinite K: -0.001500 hartree
Water: OH 0.96 angstrom, HOH 104.5 degrees, cc-pVDZ
Hartree-Fock energy: -76.026654 hartree
Occupied, virtual orbitals, pairs: 5, 19, 95 (count)
Smallest, largest gap: 0.6781, 24.6954 hartree
Largest eigenvalue of -chi0(0)v: 1.2150 (dimensionless)
Second-order ring energy E2: -0.305208 hartree
Left drawing, weight 1/2: 0.057972 hartree
Right drawing, weight 1/2: 0.057972 hartree
Third-order ring energy E3: 0.115944 hartree = 3.1550 eV
E3 from frequency quadrature: 0.115944 hartree
E3 from plasmon-formula Taylor series: 0.115944 hartree
Sum of positive summands: 0.119338 hartree
Sum of negative summands: -0.003394 hartree
Fourth-order ring energy E4: -0.073591 hartree
E2 + E3: -0.189263 hartree
E2 + E3 + E4: -0.262855 hartree
Full direct-RPA correlation energy: -0.231412 hartree
```
